# Reconstructing a One-Gap Crystal from Its Three Band Edges

## Problem

A particle moves in a one-dimensional crystal with Hamiltonian

\[
H=-\frac{d^2}{dx^2}+V(x),
\]

in units where \(\hbar^2/2m_0=1\), \(m_0\) being its mass. Lengths are in a unit \(L\) and energies in \(1/L^2\). The potential is real, continuous and periodic, but neither its shape nor its period is known. The spectrum has only three edges, \(E_0=0\), \(E_1=0.5\), \(E_2=1\): it consists of the band \([E_0,E_1]\) and the half-line \([E_2,\infty)\).

(a) Show that these data fix \(V\) up to translation, and find it.
(b) Find its smallest period.
(c) Verify that the potential found has this spectrum.
(d) Give the result for general edges, and examine its limits.

## Solution

The method follows one level: that of a particle shut between hard walls one period apart. As the walls slide through the crystal, this level moves inside the gap, and its motion determines \(V\).

### 1. Transfer over one period

Let \(a\) be any period of \(V\), and let \(T\) carry \((y,y')\) from \(x\) to \(x+a\) for solutions of \(Hy=Ey\). The Wronskian is constant, so \(\det T=1\). The trace \(\Delta(E)\) does not depend on \(x\), because changing \(x\) only changes \(T\) by a similarity. The eigenvalues \(\rho,1/\rho\) of \(T\) satisfy \(\rho+1/\rho=\Delta\). By Bloch's theorem the spectrum is the set of real \(E\) with \(|\Delta|\le2\).

Let \(y\) be the solution with \(y(x)=0\), \(y'(x)=1\), and define \(s(x,E)=y(x+a)\), which is the element \(T_{12}\). A zero of \(s\) is a hard-wall level of the cell \([x,x+a]\).

When \(\Delta^2\ne4\) there are two Bloch solutions, \(\psi_\pm(x+a)=\rho^{\pm1}\psi_\pm(x)\). With \(W=\psi_+\psi_-'-\psi_+'\psi_-\),

\[
y(x')=\frac{\psi_+(x)\psi_-(x')-\psi_-(x)\psi_+(x')}{W},\qquad
s=\frac{\psi_+\psi_-}{W}\left(\frac1\rho-\rho\right).
\]

Since \((1/\rho-\rho)^2=\Delta^2-4\),

\[
\frac{s^2}{\Delta^2-4}=\frac{(\psi_+\psi_-)^2}{W^2}. \tag{1}
\]

### 2. Two energy derivatives

Differentiate \(-y''+Vy=Ey\) with respect to \(E\), writing \(\dot y=\partial y/\partial E\): this gives \(-\dot y''+(V-E)\dot y=y\). Hence \((y'\dot y-y\dot y')'=y''\dot y-y\dot y''=y^2\). Integrate over the cell. At \(x\), \(\dot y=\dot y'=0\); at a zero of \(s\), \(y(x+a)=0\). Therefore

\[
\frac{\partial s}{\partial E}=\frac{1}{y'(x+a)}\int_x^{x+a}y^2\,dx'\quad\text{where } s=0. \tag{2}
\]

So the zeros of \(s\) in \(E\) are simple.

For \(\Delta\), a change \(\delta E\) alters \(y'\) by \(-\delta E\,y\,dx'\) in each slice \(dx'\). To first order the slices add. In the trace, the factors before and after the slice can be permuted cyclically, and periodicity joins them into the transfer matrix from \(x'\) to \(x'+a\). The slice picks out its element \(T_{12}\):

\[
\frac{d\Delta}{dE}=-\int_0^a s(x',E)\,dx'. \tag{3}
\]

### 3. Where the zeros lie

Consider an energy with \(\Delta=2\sigma\), \(\sigma=\pm1\). There are two cases.

*Closed gap, \(T=\sigma\).* Here \(s=0\) for every \(x\), so \(\Delta'(E)=0\). In (2), \(y'(x+a)=\sigma\), so \(\partial s/\partial E\) has the sign \(\sigma\) for every \(x\). By (3), \(\Delta''\) has the sign \(-\sigma\). Thus \(\Delta^2-4\) has a double zero, with \(|\Delta|<2\) on both sides.

*Open edge, \(T\ne\sigma\).* There is one real Bloch solution \(\psi\), and a second solution with \(\chi(x+a)=\sigma\chi+b\psi\), \(b\neq0\). The construction of \(y\) in Section 1, with \(\psi,\chi\) in place of \(\psi_\pm\), gives \(s=b\psi^2/(\psi\chi'-\psi'\chi)\), which has one sign. Then \(\Delta'\ne0\): the zero is simple, and \(|\Delta|<2\) on one side only.

Hence \(\Delta^2-4\) has simple zeros at \(E_0,E_1,E_2\) and double zeros at the closed gaps. It has no complex zeros, because \(\Delta=\pm2\) defines a self-adjoint periodic or antiperiodic problem.

The zeros of \(s\) are real for the same reason. At such a zero \(y\) has the real multiplier \(y'(x+a)\), so \(|\Delta|\ge2\). No zero lies at or below \(E_0\): a hard-wall state, continued by zero, is a trial state on the whole line, so its energy is at least \(E_0\). Equality would make it a solution that vanishes on an interval, hence everywhere.

In the gap, \(\Delta\) keeps one sign \(\sigma\). Just below \(E_1\), \(|\Delta|\) rises towards 2; just above \(E_2\) it falls from 2. So \(\Delta'\) has opposite signs at these two places. Where \(|\Delta|<2\), \(s\) has no zero in \(x\) and thus one sign, which by (3) is opposite to that of \(\Delta'\). So \(s\) changes sign between the two places. By (2) every zero in \([E_1,E_2]\) is crossed in the direction \(\sigma\), so there is exactly one. Call it \(\mu(x)\). The remaining zeros of \(s\) are the closed gaps.

### 4. The ratio in closed form

With \(q=\sqrt{|E|}\), the sum \(q|y|+|y'|\) grows at a relative rate of at most \(q+\max|V|/q\). So \(s\) and \(\Delta\) are entire functions of \(E\) of order at most \(1/2\), and Hadamard's theorem fixes such functions by their zeros up to a constant factor. The zeros at closed gaps cancel in the ratio:

\[
\frac{s^2}{\Delta^2-4}=C\,\frac{(E-\mu)^2}{R(E)},\qquad R(E)=(E-E_0)(E-E_1)(E-E_2).
\]

For \(E\to-\infty\), solutions with non-negative starting values increase with \(V\), in value and slope. Hence \(s\) and \(\Delta\) lie between their values for the constant potentials \(\min V\) and \(\max V\). The two decay constants differ by a term of order \(1/q\), so \(s\simeq\sinh(qa)/q\) and \(\Delta\simeq2\cosh(qa)\). The left side tends to \(1/(4q^2)=-1/(4E)\), the right side to \(C/E\). Thus \(C=-1/4\), and by (1)

\[
\frac{(\psi_+\psi_-)^2}{W^2}=-\frac{(E-\mu(x))^2}{4R(E)}. \tag{4}
\]

Take \(E<E_0\), where neither side vanishes. After rescaling \(\psi_+\), we have \(\psi_+\psi_-=E-\mu(x)\) and \(W^2=-4R(E)\). In particular \(\mu\) is twice differentiable.

### 5. Equations for the potential

Let \(\phi=\psi_+\psi_-\). Then \(\phi''=2(V-E)\phi+2\psi_+'\psi_-'\), and \(\phi'^2-W^2=4\phi\,\psi_+'\psi_-'\). Eliminating \(\psi_+'\psi_-'\),

\[
\phi'^2-2\phi\phi''+4(V-E)\phi^2=W^2. \tag{5}
\]

Insert \(\phi=E-\mu\):

\[
\mu'^2+2(E-\mu)\mu''+4(V-E)(E-\mu)^2=-4(E^3-\sigma_1E^2+\sigma_2E-\sigma_3),
\]

where \(\sigma_1=E_0+E_1+E_2\), \(\sigma_2=E_0E_1+E_0E_2+E_1E_2\), \(\sigma_3=E_0E_1E_2\). Both sides are polynomials in \(E\) that agree for all \(E<E_0\), hence identically.

- Power \(E^2\): \(4V+8\mu=4\sigma_1\), so \(V=\sigma_1-2\mu\).
- Power \(E^1\): \(2\mu''-8V\mu-4\mu^2=-4\sigma_2\), so \(\mu''=-6\mu^2+4\sigma_1\mu-2\sigma_2\).
- Setting \(E=\mu\): \(\mu'^2=4(\mu-E_0)(\mu-E_1)(E_2-\mu)\).

For the given edges \(\sigma_1=1.5\), \(\sigma_2=0.5\), \(\sigma_3=0\), and

\[
V=\tfrac32-2\mu,\qquad \mu'^2=4\mu\left(\mu-\tfrac12\right)(1-\mu),\qquad \mu''=-6\mu^2+6\mu-1. \tag{6}
\]

The second-order equation matters. The first-order one alone would let \(\mu\) rest at an edge for any length of time. But \(\mu''=\tfrac12\) at \(\mu=\tfrac12\) and \(\mu''=-1\) at \(\mu=1\), so \(\mu\) turns back at once.

### 6. The potential and its period

Put \(\mu=1-\tfrac12u^2\), so \(\mu'=-uu'\). Equation (6) becomes

\[
u^2u'^2=4\left(1-\tfrac12u^2\right)\cdot\tfrac12(1-u^2)\cdot\tfrac12u^2,
\qquad
u'^2=(1-u^2)\left(1-\tfrac12u^2\right).
\]

This is the equation of the Jacobi function \(u=\operatorname{sn}(x|m)\) with \(m=\tfrac12\), which inverts \(x=\int_0^u dt/\sqrt{(1-t^2)(1-mt^2)}\). Here \(m\) is the parameter; the modulus is \(k=\sqrt m=0.7071\).

The resulting \(\mu\) sweeps the whole gap in both directions, so it passes through every pair \((\mu,\mu')\) allowed by (6). Solutions of the second-order equation are fixed by such a pair. Every solution is therefore a translate of this one, and

\[
\boxed{V(x)=\operatorname{sn}^2(x\,|\,0.5)-0.5}
\]

up to translation. Reflection gives nothing new, since \(\operatorname{sn}^2\) is even.

As \(u\) goes from 0 to 1, \(x\) advances by \(K(m)=\int_0^1dt/\sqrt{(1-t^2)(1-mt^2)}\); \(\operatorname{sn}^2\) then returns to 0 in an equal distance. The smallest period is

\[
\boxed{a=2K(0.5)=2\times1.854075\,L=3.708\,L}
\]

The motion of \(\mu\) gives the same length directly from the edges. One sweep of the gap takes \(\int d\mu/|\mu'|\), and two sweeps take

\[
a=\int_{E_1}^{E_2}\frac{d\mu}{\sqrt{(\mu-E_0)(\mu-E_1)(E_2-\mu)}}=3.708\,L .
\]

### 7. The spectrum of this potential

So far a crystal with the stated spectrum was assumed to exist. Now start from \(V=\operatorname{sn}^2-\tfrac12\), take \(a=2K\), and use \(\operatorname{sn}'=\operatorname{cn}\operatorname{dn}\), \(\operatorname{cn}'=-\operatorname{sn}\operatorname{dn}\), \(\operatorname{dn}'=-\tfrac12\operatorname{sn}\operatorname{cn}\), with \(\operatorname{cn}^2=1-\operatorname{sn}^2\) and \(\operatorname{dn}^2=1-\tfrac12\operatorname{sn}^2\):

\[
-\operatorname{dn}''=\left(\tfrac12-\operatorname{sn}^2\right)\operatorname{dn},\quad
-\operatorname{cn}''=\left(1-\operatorname{sn}^2\right)\operatorname{cn},\quad
-\operatorname{sn}''=\left(\tfrac32-\operatorname{sn}^2\right)\operatorname{sn}.
\]

Adding \(V\) gives energies \(0\), \(\tfrac12\) and \(1\).

*Bands.* The function \(\mu=1-\tfrac12\operatorname{sn}^2\) satisfies (6), so \(\phi=E-\mu\) satisfies (5) with \(W^2=-4R\). Divide (5) by \(4\phi^2\):

\[
V-E=\frac{\phi''}{2\phi}-\frac{\phi'^2}{4\phi^2}-\frac{R}{\phi^2}.
\]

With \(A=\sqrt{|\phi|}\), the first two terms are \(A''/A\). With \(\theta'=\sqrt R/|\phi|\), the last is \(-\theta'^2\), and \(A^2\theta'\) is constant. So \(\psi_\pm=Ae^{\pm i\theta}\) solve the Schrödinger equation. For \(0<E<\tfrac12\) and for \(E>1\), \(R>0\) and \(\phi\) has no zero: the solutions are bounded, and these energies belong to the spectrum. For \(E<0\), \(R<0\), the exponent is real, and the solutions grow in one direction or the other: there is no spectrum.

*Gap.* The function \(\operatorname{sn}\) vanishes at the ends of the cell starting at \(x=0\) and not inside, so the lowest hard-wall level there is \(1\). In the same way \(\operatorname{cn}\) gives \(\tfrac12\) for the cell starting at \(x=K\). This level moves continuously with \(x\), since it is a simple zero of \(s\), so it takes every value between. Hence \(|\Delta|\ge2\) throughout \((\tfrac12,1)\). Equality is excluded, because Section 3 showed that a point with \(|\Delta|=2\) has \(|\Delta|<2\) on at least one side. The interval is a true gap, and the three edges are confirmed.

### 8. Reading the numbers

Diagonalization in plane waves returns the edges 0.000000, 0.500000 and 1.000000. The next two gaps, at 2.928 and 6.508 \(1/L^2\), are closed to within \(2\times10^{-13}\,/L^2\), which is rounding error.

A hard-wall calculation for the cell starting at \(x=0.9270\,L\) gives \(\mu=0.707107\). The potential there should be \(1.5-2(0.707107)=0.085786\), and this is the value of \(\operatorname{sn}^2-0.5\). The level is highest, \(\mu=1\), when the walls stand at the potential minima, where \(V=-0.5\). It is lowest, \(\mu=0.5\), when they stand at the maxima and the cell encloses a whole well.

The Bloch phase over a period is \(\int_0^a\sqrt R/|E-\mu|\,dx\). At \(E=0.25\) it is 1.9427 rad, so \(2\cos(1.9427)=-0.7268\), in agreement with \(\Delta\) from direct integration. At \(E=2\) it is 5.1541 rad, with \(\Delta=0.8549\).

The closure of all higher gaps is an essential part of the data. Keep the same period, but retain only the mean and first harmonic of \(V\). The first three edges become 0.00055, 0.50191 and 0.99819, nearly unchanged, but a second gap of 0.0425 opens, and \(V=\sigma_1-2\mu\) fails by up to 0.043 at the points examined. A cosine crystal can even match the three edges exactly. As its amplitude grows from zero, the ratio \((E_2-E_1)/(E_2-E_0)\) of its first three edges goes continuously from 0 towards 1, so it equals 0.5 for some amplitude; a change of length scale and a shift of energy then bring the edges to 0, 0.5 and 1. Since a cosine is not a translate of the potential found, its higher gaps cannot all be closed. Three edges alone, with nothing said about higher gaps, therefore do not determine a crystal.

The meaning of 0.5 also matters. Read as a modulus, it would mean \(m=0.25\), with period \(3.372\,L\) and first edges \(-0.018\), 0.627 and 1.127.

### 9. General edges and two limits

For \(E_0<E_1<E_2\), put \(\mu=E_2-(E_2-E_1)u^2\) in the first-order equation. The left side is \(4(E_2-E_1)^2u^2u'^2\), and the right side is \(4[E_2-E_0-(E_2-E_1)u^2](E_2-E_1)^2(1-u^2)u^2\). Hence

\[
u'^2=\kappa^2(1-u^2)(1-mu^2),\qquad \kappa^2=E_2-E_0,\qquad m=\frac{E_2-E_1}{E_2-E_0},
\]

and, from \(V=\sigma_1-2\mu\),

\[
V=E_0+E_1-E_2+2(E_2-E_1)\operatorname{sn}^2(\kappa x|m),\qquad a=\frac{2K(m)}{\kappa}.
\]

*Narrow gap*, \(g=E_2-E_1\to0\). Then \(m\to0\), \(\operatorname{sn}\to\sin\), and to first order in \(g\) the potential is \(E_0-g\cos(2\pi x/a)\). Since \(K(m)\simeq\tfrac\pi2(1+m/4)\), the period is \(a\simeq(\pi/\kappa)(1+m/4)\), which tends to \(\pi/\kappa\). The first-order stretch must be kept: it places the gap centre at \(E_0+(\pi/a)^2\simeq E_2-g/2\), midway between \(E_1\) and \(E_2\). The gap equals the cosine amplitude, as in nearly-free-electron theory.

*Narrow band*, \(E_1\to E_0\). Then \(m\to1\) and \(\operatorname{sn}\to\tanh\). The integral for \(K\) diverges, so the wells move infinitely far apart, and each becomes

\[
V=E_2-2\kappa^2\operatorname{sech}^2(\kappa x).
\]

The lowest edge function \(\operatorname{dn}\) becomes \(\operatorname{sech}(\kappa x)\), the nodeless bound state at \(E_0\). The given crystal, with \(m=0.5\), lies midway: its lower band and its gap are equally wide.

## Computed results

```
Units: length L, energy 1/L^2 (hbar^2/2m = 1)
prescribed edges: 0.000, 0.500, 1.000 1/L^2
parameter m = 0.5000 (pure number)
modulus k = sqrt(m) = 0.7071 (pure number)
kappa = 1.0000 1/L
K(m) = 1.854075 (pure number)
period 2K/kappa = 3.708149 L
period from gap integral = 3.708149 L
mean of V = 0.043053 1/L^2
x = 0.0000 L: Dirichlet mu = 1.000000, V = -0.500000 1/L^2
x = 0.9270 L: Dirichlet mu = 0.707107, V = 0.085786 1/L^2
x = 1.8541 L: Dirichlet mu = 0.500000, V = 0.500000 1/L^2
x = 2.7811 L: Dirichlet mu = 0.707107, V = 0.085786 1/L^2
edges by diagonalization: 0.000000, 0.500000, 1.000000 1/L^2
second gap: at 2.92844, closed to 7e-14 1/L^2
third gap: at 6.50839, closed to 2e-13 1/L^2
nodes per period of dn, cn, sn: [0, 1, 1]
E = 0.25 1/L^2: Bloch phase = 1.94270 rad, Delta = -0.72678
E = 2.00 1/L^2: Bloch phase = 5.15405 rad, Delta = 0.85489
first-harmonic crystal: amplitude -0.49721 1/L^2
  its first three edges: 0.00055, 0.50191, 0.99819 1/L^2
  its second gap = 0.04249 1/L^2
  largest miss of V = sum - 2 mu: 0.04343 1/L^2
0.5 misread as modulus: period = 3.37150 L
  its first three edges: -0.01779, 0.62716, 1.12732 1/L^2
```
